**Phonon scattering and geometry in porous silicon**

The program examines the estimate $\kappa_{\rm eff}=g(p)\sum_q\kappa_qF(d/\Lambda_q)$, with $g=2(1-p)/(2+p)$. Here $p$ is porosity, $d$ is wall thickness, $\kappa_q$ and $\Lambda_q$ are the bulk conductivity and mean free path of mode $q$, and $F$ is the film-to-bulk ratio for diffuse faces. It asserts that $g$ agrees with a numerical solution of the radial heat equation and lies within 7% of a lattice solution for cubic pores. It also asserts the thin-wall and thick-wall limits, and the agreement of the spectral film sum with a particle simulation. For the pore array, it asserts that the simulated conductivity is between 0.4 and 1.5 times the product formula and less than a quarter of the porosity-only value. The output gives 58 W/(m K) from porosity alone, 5.8 W/(m K) from the product formula and 5.90 ± 0.08 W/(m K) from the simulation. Partly specular faces with 0.5 nm roughness raise the film conductivity from 15 to 37 W/(m K), so the tenfold reduction depends on diffuse scattering.

## Numerical check

```python
"""Heat conduction in porous silicon with walls thinner than phonon free paths.

Result under test:
    kappa_eff = g(p) * sum_q kappa_q F(d / Lambda_q),  g = 2(1-p)/(2+p)
p: porosity; d: wall thickness; q: phonon mode; Lambda_q: bulk mean free path;
kappa_q: bulk conductivity carried by mode q; F: film-to-bulk ratio of a mode
for heat flow along a film with diffuse faces.
The product is an approximation. A Boltzmann particle simulation of the same
periodic pore array measures its error. Material inputs are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)
kB, hbar = const.k, const.hbar

# ---------- inputs ----------
cell, wall = 50.0, 10.0                 # nm
pore = cell - wall                      # nm
porosity = (pore / cell)**3
temperature = 300.0                     # K
kappa_bulk_input = 150.0                # W/(m K), rough
sound_speed = 6400.0                    # m/s, rough branch average
lattice_constant = 0.543e-9             # m, rough

# ---------- acoustic phonon modes ----------
cells_per_volume = 4 / lattice_constant**3
k_max = (6 * np.pi**2 * cells_per_volume)**(1 / 3)
omega_max = 2 * k_max * sound_speed / np.pi
mode_count = 600
dk = k_max / mode_count
k = (np.arange(mode_count) + 0.5) * dk
omega = omega_max * np.sin(np.pi * k / (2 * k_max))
speed = sound_speed * np.cos(np.pi * k / (2 * k_max))


def heat_capacity(T):
    """Heat capacity of each k shell, all three branches, J/(m^3 K)."""
    x = hbar * omega / (kB * T)
    return 3 * k**2 * dk / (2 * np.pi**2) * kB * (x / (2 * np.sinh(x / 2)))**2


capacity = heat_capacity(temperature)
scatter_A = np.sum(capacity * speed**2 / (3 * omega**2 * temperature))
scatter_A /= kappa_bulk_input


def bulk_modes(T):
    """Modal conductivity in W/(m K) and mean free path in nm."""
    tau = 1 / (scatter_A * omega**2 * T)
    return heat_capacity(T) * speed**2 * tau / 3, speed * tau * 1e9


kappa_modes, free_path = bulk_modes(temperature)
kappa_bulk = kappa_modes.sum()

# ---------- film reduction factor ----------
nodes, weights = np.polynomial.legendre.leggauss(240)
s = (nodes + 1) / 2
mu = s**3                              # resolves grazing directions
mu_weight = weights / 2 * 3 * s**2


def film_factor(path, thickness, attenuation=np.inf):
    """Specularity is exp(-attenuation); infinity means diffuse faces."""
    t = thickness / (np.atleast_1d(path)[:, None] * mu)
    face = -np.expm1(-attenuation) / -np.expm1(-(attenuation + t))
    lost = face * -np.expm1(-t) / t
    return 1.5 * np.sum(mu_weight * (1 - mu**2) * (1 - lost), axis=1)


def wall_conductivity(thickness, T=temperature):
    modal, path = bulk_modes(T)
    return np.sum(modal * film_factor(path, thickness))


kappa_wall = wall_conductivity(wall)
thin = 1e-3
thin_law = 0.75 * thin * (np.log(1 / thin) + 1 - np.euler_gamma)
assert abs(film_factor(1.0, thin)[0] / thin_law - 1) < 5e-3
assert abs(wall_conductivity(1e8) / kappa_bulk - 1) < 0.01

# ---------- geometry factor from Fourier's law ----------
g_medium = 2 * (1 - porosity) / (2 + porosity)
# Dipolar temperature f(r) cos(theta), with no flux into the spherical pore.
radial = solve_ivp(lambda r, y: [y[1], 2 * y[0] / r**2 - 2 * y[1] / r],
                   [porosity**(1 / 3), 1], [1, 0], rtol=1e-10, atol=1e-12)
g_radial = radial.y[1, -1] / radial.y[0, -1]
assert abs(g_radial / g_medium - 1) < 1e-6


def lattice_factor(n):
    """Finite-volume solution in one octant of the periodic cubic cell."""
    wall_sites = round(n * wall / cell)
    solid = (np.indices((n, n, n)) < wall_sites).any(axis=0)
    label = -np.ones((n, n, n), dtype=int)
    size = solid.sum()
    label[solid] = np.arange(size)
    diagonal, rows, cols = np.zeros(size), [], []
    for axis in range(3):
        moved = np.moveaxis(label, axis, 0)
        a, b = moved[:-1].ravel(), moved[1:].ravel()
        linked = (a >= 0) & (b >= 0)
        a, b = a[linked], b[linked]
        np.add.at(diagonal, a, 1)
        np.add.at(diagonal, b, 1)
        rows += [a, b]
        cols += [b, a]
    hot, cold = label[0][label[0] >= 0], label[-1][label[-1] >= 0]
    diagonal[hot] += 2
    diagonal[cold] += 2
    source = np.zeros(size)
    source[hot] = 2
    r, c = np.concatenate(rows), np.concatenate(cols)
    every = np.arange(size)
    matrix = coo_matrix((np.r_[-np.ones(r.size), diagonal],
                         (np.r_[r, every], np.r_[c, every]))).tocsc()
    field = spsolve(matrix, source)
    return np.sum(2 * (1 - field[hot])) / n


g_lattice = lattice_factor(20)
open_area = 1 - (pore / cell)**2
g_lower = open_area
g_upper = 1 / (wall / cell + (pore / cell) / open_area)
assert g_lower < g_lattice < g_upper
assert abs(g_lattice / g_medium - 1) < 0.07   # cubes are not coated spheres


# ---------- Boltzmann particle simulation ----------
def isotropic(n):
    z, phi = 2 * rng.random(n) - 1, 2 * np.pi * rng.random(n)
    q = np.sqrt(1 - z**2)
    return np.column_stack([q * np.cos(phi), q * np.sin(phi), z])


def diffusion(half, v_modes, tau_modes, cap_modes, spans, count, axes):
    """Late-time diffusion constant and standard error, nm^2/ps.

    half holds half-widths of the centred empty box in each periodic cell.
    Infinite half-widths along x and y turn the solid into parallel films.
    """
    half = np.array(half)
    equilibrium = np.cumsum(cap_modes)
    equilibrium /= equilibrium[-1]
    redrawn = np.cumsum(cap_modes / tau_modes)
    redrawn /= redrawn[-1]
    trial = (rng.random((10 * count, 3)) - 0.5) * cell
    position = trial[(np.abs(trial) >= half).any(axis=1)][:count]
    assert len(position) == count
    direction = isotropic(count)
    mode = np.searchsorted(equilibrium, rng.random(count))
    displacement = np.zeros((count, 3))
    squares = []
    for span in spans:
        left = np.full(count, float(span))
        active = np.arange(count)
        while active.size:
            x, u = position[active], direction[active]
            m = mode[active]
            v = v_modes[m]
            sign = np.sign(u)
            near = (-sign * half - x) / u
            far = (sign * half - x) / u
            entry, leave = near.max(axis=1), far.min(axis=1)
            hit = np.where((entry > 0) & (entry < leave), entry, np.inf)
            borders = (sign * cell / 2 - x) / u
            free = v * tau_modes[m] * rng.exponential(size=active.size)
            choices = np.stack([hit, borders.min(axis=1), free,
                                v * left[active]])
            event, step = choices.argmin(axis=0), choices.min(axis=0)
            move = u * step[:, None]
            x += move
            displacement[active] += move
            left[active] -= step / v
            # Diffuse reflection: flux-weighted cosine law about the normal.
            w = np.flatnonzero(event == 0)
            axis = near[w].argmax(axis=1)
            chance, phi = rng.random(w.size), 2 * np.pi * rng.random(w.size)
            fresh = np.empty((w.size, 3))
            row = np.arange(w.size)
            fresh[row, axis] = -sign[w, axis] * np.sqrt(chance)
            fresh[row, (axis + 1) % 3] = np.sqrt(1 - chance) * np.cos(phi)
            fresh[row, (axis + 2) % 3] = np.sqrt(1 - chance) * np.sin(phi)
            direction[active[w]] = fresh
            w = np.flatnonzero(event == 1)
            axis = borders[w].argmin(axis=1)
            x[w, axis] -= cell * sign[w, axis]
            w = active[event == 2]
            direction[w] = isotropic(w.size)
            mode[w] = np.searchsorted(redrawn, rng.random(w.size))
            position[active] = x
            active = active[event != 3]
        squares.append(np.sum(displacement[:, axes]**2, axis=1))
    sample = (squares[1] - squares[0]) / (2 * len(axes) * spans[1])
    return sample.mean(), sample.std() / np.sqrt(count)


v_ps = speed * 1e-3                    # nm/ps
tau_ps = free_path / v_ps              # ps
total_capacity = capacity.sum()
box = [pore / 2] * 3
film_D, film_error = diffusion([np.inf, np.inf, pore / 2], v_ps, tau_ps,
                               capacity, [400, 1600], 12000, [0, 1])
kappa_film_sim = total_capacity * film_D * 1e-6
film_error *= total_capacity * 1e-6
assert film_error / kappa_wall < 0.04
# Four standard errors plus 2 percent for the finite time window.
assert abs(kappa_film_sim - kappa_wall) < 4 * film_error + 0.02 * kappa_wall

network_D, network_error = diffusion(box, v_ps, tau_ps, capacity,
                                     [400, 1600], 12000, [0, 1, 2])
scale = (1 - porosity) * total_capacity * 1e-6
kappa_network, network_error = scale * network_D, scale * network_error

short_path = 2.0                       # nm, nearly Fourier conduction
short_D, short_error = diffusion(box, np.ones(1), np.array([short_path]),
                                 np.ones(1), [500, 2500], 4000, [0, 1, 2])
short_sim = (1 - porosity) * short_D / (short_path / 3)
short_error *= (1 - porosity) / (short_path / 3)
short_product = g_lattice * film_factor(short_path, wall)[0]
# Sampling noise and corner corrections of first order in path/wall.
assert abs(short_sim / short_product - 1) < 0.10

kappa_porosity = g_medium * kappa_bulk
kappa_product = g_medium * kappa_wall
# Leading-order product: it omits ballistic effects at corners and junctions.
assert 0.4 < kappa_network / kappa_product < 1.5
assert kappa_network < kappa_porosity / 4

# ---------- spectrum and the single-path estimate ----------
order = np.argsort(free_path)
cumulative = np.cumsum(kappa_modes[order]) / kappa_bulk
median_path = free_path[order][np.searchsorted(cumulative, 0.5)]
long_fraction = kappa_modes[free_path > wall].sum() / kappa_bulk
very_long = kappa_modes[free_path > 10 * wall].sum() / kappa_bulk
gray_path = 3 * kappa_bulk / (total_capacity * sound_speed) * 1e9
kappa_gray = kappa_bulk * film_factor(gray_path, wall)[0]
assert long_fraction > 0.9
assert kappa_gray > 1.5 * kappa_wall

# ---------- sizes of neglected effects ----------
roughness = 0.5                        # nm
attenuation = 4 * (k[:, None] * 1e-9 * roughness * mu)**2
kappa_rough = np.sum(kappa_modes * film_factor(free_path, wall, attenuation))
core = wall - 2.0                      # 1 nm oxide on each face
kappa_core = wall_conductivity(core)
optical_energy, optical_speed, optical_time = 0.060, 1000.0, 3e-12
x_opt = optical_energy * const.e / (kB * temperature)
optical_capacity = (3 * cells_per_volume * kB
                    * (x_opt / (2 * np.sinh(x_opt / 2)))**2)
kappa_optical = optical_capacity * optical_speed**2 * optical_time / 3
air = 0.026                            # W/(m K), rough free-air value
contrast = kappa_wall - air
filled = kappa_wall * (2 * kappa_wall + air - 2 * porosity * contrast)
filled /= 2 * kappa_wall + air + porosity * contrast
air_gain = filled - kappa_product
sigma = 1e4                            # S/m, rough heavily doped silicon
kappa_electron = np.pi**2 / 3 * (kB / const.e)**2 * sigma * temperature
bulk_hot = bulk_modes(400.0)[0].sum()
wall_hot = wall_conductivity(400.0 * 0 + wall, 400.0)
wall_share = np.cumsum(kappa_modes * film_factor(free_path, wall))
median_k = k[np.searchsorted(wall_share / wall_share[-1], 0.5)]
wavelength = 2 * np.pi / median_k * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Period", cell, "nm")
show("Pore side", pore, "nm")
show("Wall thickness", wall, "nm")
show("Porosity", porosity)
show("Temperature", temperature, "K")
show("Lattice constant (rough input)", lattice_constant * 1e9, "nm")
show("Sound speed (rough input)", sound_speed, "m/s")
show("Top acoustic phonon energy", hbar * omega_max / const.e * 1e3, "meV")
show("Scattering coefficient A", scatter_A, "s/K")
show("Acoustic heat capacity", total_capacity / 1e6, "MJ/(m^3 K)")
show("Bulk conductivity (rough input)", kappa_bulk, "W/(m K)")
show("Geometry factor, effective medium", g_medium)
show("Geometry factor, radial equation", g_radial)
show("Geometry factor, cubic lattice", g_lattice)
show("Geometry lower bound", g_lower)
show("Geometry upper bound", g_upper)
show("Median heat-carrying free path", median_path, "nm", 3)
show("Bulk heat share, path above 10 nm", 100 * long_fraction, "%")
show("Bulk heat share, path above 100 nm", 100 * very_long, "%")
for d in (10, 30, 100, 1000, 10000):
    show(f"Wall conductivity at {d} nm", wall_conductivity(d), "W/(m K)")
show("Wall-to-bulk ratio at 10 nm", kappa_wall / kappa_bulk)
show("Film simulation", kappa_film_sim, "W/(m K)")
show("Film simulation standard error", film_error, "W/(m K)", 2)
show("Single mean free path", gray_path, "nm")
show("Wall conductivity from single path", kappa_gray, "W/(m K)")
show("Porosity correction alone", kappa_porosity, "W/(m K)")
show("Porosity and wall scattering", kappa_product, "W/(m K)")
show("Pore-array simulation", kappa_network, "W/(m K)", 3)
show("Pore-array standard error", network_error, "W/(m K)", 2)
show("Simulation / product formula", kappa_network / kappa_product, "", 3)
show("Porosity-only / simulation", kappa_porosity / kappa_network, "", 3)
show("Short-path test: free path", short_path, "nm")
show("Short-path test: simulated ratio to bulk", short_sim, "", 3)
show("Short-path test: standard error", short_error, "", 2)
show("Short-path test: product ratio to bulk", short_product, "", 3)
show("Roughness for partly specular faces", roughness, "nm")
show("Wall conductivity, partly specular", kappa_rough, "W/(m K)")
show("Silicon core after oxidation", core, "nm")
show("Core conductivity after oxidation", kappa_core, "W/(m K)")
show("Optical phonons, rough bulk estimate", kappa_optical, "W/(m K)", 2)
show("Air in pores, upper estimate of gain", air_gain, "W/(m K)", 2)
show("Electrical conductivity assumed", sigma / 100, "S/cm")
show("Electronic heat conduction in solid", kappa_electron, "W/(m K)", 2)
show("Bulk conductivity at 400 K", bulk_hot, "W/(m K)")
show("Wall conductivity at 400 K", wall_hot, "W/(m K)")
show("Median phonon wavelength in wall", wavelength, "nm", 3)
print("verified")
```

It prints:

```
Period: 50 nm
Pore side: 40 nm
Wall thickness: 10 nm
Porosity: 0.512
Temperature: 300 K
Lattice constant (rough input): 0.543 nm
Sound speed (rough input): 6400 m/s
Top acoustic phonon energy: 30.56 meV
Scattering coefficient A: 9.666e-20 s/K
Acoustic heat capacity: 0.9435 MJ/(m^3 K)
Bulk conductivity (rough input): 150 W/(m K)
Geometry factor, effective medium: 0.3885
Geometry factor, radial equation: 0.3885
Geometry factor, cubic lattice: 0.3763
Geometry lower bound: 0.36
Geometry upper bound: 0.4128
Median heat-carrying free path: 484 nm
Bulk heat share, path above 10 nm: 99.93 %
Bulk heat share, path above 100 nm: 85.92 %
Wall conductivity at 10 nm: 15.05 W/(m K)
Wall conductivity at 30 nm: 29.65 W/(m K)
Wall conductivity at 100 nm: 53.69 W/(m K)
Wall conductivity at 1000 nm: 104.2 W/(m K)
Wall conductivity at 10000 nm: 133.2 W/(m K)
Wall-to-bulk ratio at 10 nm: 0.1003
Film simulation: 15.31 W/(m K)
Film simulation standard error: 0.23 W/(m K)
Single mean free path: 74.52 nm
Wall conductivity from single path: 37.96 W/(m K)
Porosity correction alone: 58.28 W/(m K)
Porosity and wall scattering: 5.846 W/(m K)
Pore-array simulation: 5.9 W/(m K)
Pore-array standard error: 0.083 W/(m K)
Simulation / product formula: 1.01
Porosity-only / simulation: 9.88
Short-path test: free path: 2 nm
Short-path test: simulated ratio to bulk: 0.36
Short-path test: standard error: 0.0055
Short-path test: product ratio to bulk: 0.348
Roughness for partly specular faces: 0.5 nm
Wall conductivity, partly specular: 36.95 W/(m K)
Silicon core after oxidation: 8 nm
Core conductivity after oxidation: 12.94 W/(m K)
Optical phonons, rough bulk estimate: 0.67 W/(m K)
Air in pores, upper estimate of gain: 0.019 W/(m K)
Electrical conductivity assumed: 100 S/cm
Electronic heat conduction in solid: 0.073 W/(m K)
Bulk conductivity at 400 K: 114.1 W/(m K)
Wall conductivity at 400 K: 14 W/(m K)
Median phonon wavelength in wall: 1.02 nm
verified
```
